# Lieb maximization over scalar and vector potentials on a quantum ring

Two electrons sit on a ring of radius \(R\) threaded by a magnetic flux. Their density \(\rho\) and paramagnetic current \(j\) are known, and we ask for the least kinetic plus interaction energy \(F(\rho,j)\) compatible with both, and for the potentials that produce them. Without a field, \(F(\rho)=\sup_v[E(v)-\int v\rho]\) is a concave maximization. Adding the vector potential as a second variable fails in several ways, and each failure fixes one part of the scheme.

## Grid model

For charge \(-e\), mass \(m\), and no Zeeman term,
\[
\frac{(p+eA)^2}{2m}+v=\frac{p^2}{2m}+\frac{e}{2m}(pA+Ap)+u,\qquad u=v+\frac{e^2A^2}{2m}.
\]
Take \(N\) sites with spacing \(a=2\pi R/N\), put \(A_l\) on the link \(l\to l+1\), and set \(t=\hbar^2/2ma^2\), \(\theta_l=eA_la/\hbar\). With spin sums implied, \(n_l=c_l^\dagger c_l\), \(K_l=-i(c_l^\dagger c_{l+1}-\text{h.c.})\), \(B_l=c_l^\dagger c_{l+1}+\text{h.c.}\) For \(z_l=\langle c_l^\dagger c_{l+1}\rangle\), \(\langle K_l\rangle=2\,\mathrm{Im}\,z_l\) and \(\langle B_l\rangle=2\,\mathrm{Re}\,z_l\). The three-point Laplacian gives \(T=t\sum_l(2n_l-B_l)\). The particle current \((\hbar/m)\,\mathrm{Im}\,\psi^*\psi'\), with \(\psi_l=c_l/\sqrt a\) and a forward difference, is \(j_l=(\hbar/ma^2)\,\mathrm{Im}\,z_l=t\langle K_l\rangle/\hbar\), and \(\rho_l=\langle n_l\rangle/a\). The linear term \(e\int A\,j\) becomes \(ea\sum A_l\,tK_l/\hbar=t\sum\theta_lK_l\), so
\[
H=H_0+\sum_lu_ln_l+t\sum_l\theta_lK_l,\qquad H_0=T+W,\qquad u_l=v_l+\tfrac t2(\theta_{l-1}^2+\theta_l^2),
\]
where \(t\theta^2=e^2A^2/2m\) is averaged over the two links of a site. The hopping amplitude is \(-t(1+i\theta_l)\). Since \([c_l^\dagger c_{l+1},n_l]=-c_l^\dagger c_{l+1}\), the equation \(\dot n_l=(i/\hbar)[H,n_l]\) gives the outflow \(I_l=(2t/\hbar)\,\mathrm{Im}[(1+i\theta_l)z_l]=(t/\hbar)\langle K_l+\theta_lB_l\rangle\). This is the grid form of \(j+eA\rho/m\), and it is the same on all links in a stationary state.

From here energies are in units of \(t\): \(x=(u_l/t,\theta_l)\), \(O=(n_l,K_l)\), \(H(x)=H_0+x\cdot O\), and the target is \(y=(n_l,K_l)\) as expectation values. Because \(H\) is spin-free, tracing out spin turns any two-electron ensemble into a density matrix on spatial functions \(\psi(l_1,l_2)\) with the same expectation values. We work in that space, of dimension \(D=N^2\); symmetric functions are singlets and antisymmetric ones are triplets.

## First failure: \((v,A)\) are the wrong variables

The naive objective is \(E(v,A)-a\sum v\rho-ea\sum Aj\). Take one electron, \(v=0\), uniform \(\theta\). Plane waves \(e^{i\kappa l}\), \(\kappa=2\pi k/N\), have \(z_l=e^{i\kappa}/N\) and
\[
\varepsilon_k=2(1-\cos\kappa)+2\theta\sin\kappa+\theta^2 .
\]
For small \(\theta\) the ground state is \(k=0\) and \(E=\theta^2\), which is convex. For large \(\theta\), \(E\ge\theta^2-2|\theta|\) outgrows any linear pairing, so on this grid the supremum is \(+\infty\) for every target. That growth belongs to the linearized hopping at \(\theta\gg1\). With gauge-invariant hopping \(-te^{i\theta_l}\), \(E\) is unchanged by \(\theta_l\to\theta_l\pm2\pi\), so the supremum is still \(+\infty\) whenever some \(K_l\neq0\). For uniform density and \(K=0\), however, a gauge transformation to uniform \(\theta\) and the best plane wave bound the objective by \(2(1-\cos(\pi/N))\).

At fixed \(u\) the term \(\theta^2\) is absent and \(H\) is affine in \(x\). Then \(\bar E(x)=\min_\Gamma\mathrm{Tr}\,\Gamma H(x)\) is jointly concave: if \(\Gamma\) minimizes at \(sx+(1-s)x'\) with \(0\le s\le1\), the value there is \(s\,\mathrm{Tr}\,\Gamma H(x)+(1-s)\mathrm{Tr}\,\Gamma H(x')\ge s\bar E(x)+(1-s)\bar E(x')\). For the two-electron example below, the energy at \(A=0\) minus the mean of the energies at \(\pm A\) is \(-1.2\times10^{-23}\) J at fixed \(v\), violating concavity, and \(+2.8\times10^{-25}\) J at fixed \(u\).

## Second failure: concavity is not enough

The gauge-invariant Peierls hopping \(-te^{i\theta_l}\), rewritten in \(u\), contributes \(f(\theta_l)=-(e^{i\theta_l}z_l+\text{c.c.})-\tfrac12\theta_l^2(n_l+n_{l+1})\) per link to any expectation value. Positivity of the one-body density matrix gives \(|z_l|\le\sqrt{n_ln_{l+1}}\le\tfrac12(n_l+n_{l+1})\), so \(f''\le2|z_l|-(n_l+n_{l+1})\le0\), and the minimum over states is again concave. But \(f'=K_l\cos\theta_l+B_l\sin\theta_l-\theta_l(n_l+n_{l+1})\) depends on the potential as well as the state, so the variable conjugate to \(\theta_l\) is not \(K_l\). The link to a constrained search over \((\rho,j)\) needs the affine form.

The price is exact gauge invariance. At fixed \(u\) the levels \(k=0\) and \(k=-1\) cross where \(2(1-\cos\kappa_1)=2\theta\sin\kappa_1\), \(\kappa_1=2\pi/N\), that is at \(\theta=\tan(\pi/N)\). The flux \(Na A=N\theta\hbar/e\) is then \((N/2\pi)\tan(\pi/N)\) in units of \(\Phi_0=2\pi\hbar/e\): \(0.5274,\ 0.5065,\ 0.5016\) for \(N=8,16,32\), against \(1/2\) in the continuum. A one-electron ground energy with nonuniform \(v\) and \(A\) deviates from a plane-wave continuum value by \(-1.880\times10^{-27}\) J at \(N=64\) and \(-4.641\times10^{-28}\) J at \(N=128\), a ratio of \(4.05\), as expected for an \(a^2\) error.

## What is being maximized

Define \(F(y)=\sup_x[\bar E(x)-x\cdot y]\) and \(F_{\rm DM}(y)=\min\{\mathrm{Tr}\,\Gamma H_0:\mathrm{Tr}\,\Gamma O=y\}\). For any \(x\) and any \(\Gamma\) with moments \(y\),
\[
\bar E(x)-x\cdot y\le\mathrm{Tr}\,\Gamma H(x)-x\cdot y=\mathrm{Tr}\,\Gamma H_0 .
\]
So \(F\le F_{\rm DM}\): every potential gives a lower bound and every ensemble an upper bound. The algorithm below closes the two, which shows equality, to within the remaining gap, for the targets it accepts.

Some targets admit no ensemble. The operator \(n_l+n_{l+1}-K_l=(c_l+ic_{l+1})^\dagger(c_l+ic_{l+1})\) is nonnegative, and so is \(H_0\). Adding \(s\) times this operator keeps \(\bar E\ge0\), so the objective is at least \(s(K_l-n_l-n_{l+1})\), which diverges if the target has \(K_l>n_l+n_{l+1}\). For \(K_0=0.4\), \(n=1/8\) the bound is \(0.15s\), and the computed value is \(150.15\) at \(s=1000\).

## Third failure: kinks and flat directions

Ascent on \(\bar E-x\cdot y\) uses the gradient \(\langle O\rangle-y\), and Newton's method inverts the curvature. One electron defeats both.

*Kink.* Take \(n_l=1/N\) and \(K_l=-2\lambda\sin\kappa_1/N\) with \(0<\lambda<1\). Along uniform \(\theta\) near the crossing, the objective is \(\min[0,\,2(1-\cos\kappa_1)-2\theta\sin\kappa_1]+2\lambda\theta\sin\kappa_1\). Its slope jumps from \(2\lambda\sin\kappa_1\) to \(-2(1-\lambda)\sin\kappa_1\), never vanishes, and the curvature is zero on both sides. At \(\theta=\tan(\pi/N)\) no level lies below zero, because \(\varepsilon_k-\theta^2=4\sin\frac\kappa2(\sin\frac\kappa2+\theta\cos\frac\kappa2)\) is negative only for \(\kappa<0\) with \(|\tan\frac\kappa2|<\theta\). The objective there is \(2\lambda\tan(\kappa_1/2)\sin\kappa_1=2\lambda(1-\cos\kappa_1)\). The mixture of \(k=0\) and \(k=-1\) with weights \(1-\lambda,\lambda\) has moments \(y\) and this same kinetic energy, so \(F=2\lambda(1-\cos\kappa_1)\) exactly.

*When a pure state suffices.* From \(|z_l|^2\le n_ln_{l+1}\) and \(\mathrm{Im}\,z_l=K_l/2\),
\[
F_{\rm DM}\ge 2-2\sum_l\sqrt{n_ln_{l+1}-K_l^2/4}\qquad(\text{link bound, one electron}).
\]
The density matrix is a Gram matrix of one vector per site. With all \(n_l>0\), equality makes neighbouring vectors parallel, so the state is pure, \(\psi_l=\sqrt{n_l}e^{i\chi_l}\), with \(\mathrm{Re}\,z_l\ge0\) and phase steps \(\arcsin(K_l/2\sqrt{n_ln_{l+1}})\). These close around the ring if and only if their sum, the circulation, is a multiple of \(2\pi\). Otherwise the bound is strict.

*Flat direction.* Let \(\psi\) be a nondegenerate ground state with every \(n_l\) and every \(\mathrm{Re}\,z_l\) nonzero, \(z_l=\psi_l^*\psi_{l+1}\), and seek \(\delta H\psi=0\). With \(\delta w=\delta u/t\), and \(K_l\) having elements \(-i\) at \((l,l+1)\) and \(+i\) at \((l+1,l)\),
\[
\psi_l^*(\delta H\psi)_l=\delta w_ln_l-i\,\delta\theta_lz_l+i\,\delta\theta_{l-1}z_{l-1}^*=0 .
\]
The imaginary part gives \(\delta\theta_l\,\mathrm{Re}\,z_l=\delta\theta_{l-1}\mathrm{Re}\,z_{l-1}\), so \(\delta\theta_l=c/\mathrm{Re}\,z_l\). The real part gives \(\delta w_l=-(\delta\theta_lK_l+\delta\theta_{l-1}K_{l-1})/2n_l\). For small \(c\), \(\psi\) stays the ground state with unchanged energy and \(\delta x\cdot y=\langle\delta H\rangle=0\). With the constant shift of \(u\) this makes two null directions: \((\rho,j)\) does not determine \((u,A)\).

## Smoothing

Replace \(\bar E\) by \(\Omega_\beta=-\beta^{-1}\ln Z\), \(Z=\mathrm{Tr}\,e^{-\beta H}\), where \(\beta\) is a numerical parameter. From \(e^{-\beta E_0}\le Z\le De^{-\beta E_0}\) follows \(\bar E-\beta^{-1}\ln D\le\Omega_\beta\le\bar E\), so \(F_\beta=\sup_x[\Omega_\beta-x\cdot y]\) obeys \(F_\beta\le F\le F_\beta+\beta^{-1}\ln D\).

In the eigenbasis of \(H\), \(\delta e^{-\beta H}=-\int_0^\beta e^{-(\beta-s)H}\delta H\,e^{-sH}ds\) has elements \(\delta H_{mn}(e^{-\beta E_m}-e^{-\beta E_n})/(E_m-E_n)\), with diagonal \(-\beta e^{-\beta E_m}\delta H_{mm}\). The trace gives \(\partial_b\ln Z=-\beta\langle O_b\rangle\), so \(\partial_b\Omega_\beta=\langle O_b\rangle\) with \(p_m=e^{-\beta E_m}/Z\). Differentiating \(\mathrm{Tr}(e^{-\beta H}O_c)/Z\),
\[
\partial_b\partial_c\Omega_\beta=\sum_{mn}\varphi_{mn}O_{b,mn}O_{c,nm}+\beta\langle O_b\rangle\langle O_c\rangle,\qquad\varphi_{mn}=\frac{p_m-p_n}{E_m-E_n},\quad\varphi_{mm}=-\beta p_m .
\]
Substituting \(\tilde O=O-\langle O\rangle\) in the sum adds \(+2\beta\langle O_b\rangle\langle O_c\rangle\) from the cross terms and \(-\beta\langle O_b\rangle\langle O_c\rangle\) from the last term, so the Hessian is \(\sum\varphi_{mn}\tilde O_{b,mn}\tilde O_{c,nm}\), without cancellation of terms of order \(\beta\). All \(\varphi_{mn}<0\), so along \(d\) the curvature \(\sum\varphi_{mn}|(d\cdot\tilde O)_{mn}|^2\) is negative unless \(d\cdot O\) is a multiple of the identity, which happens only for a constant shift of \(u\). Near degeneracy one evaluates \(\varphi_{mn}=-\beta\max(p_m,p_n)(1-e^{-\eta})/\eta\), \(\eta=\beta|E_m-E_n|\).

A maximizer exists if \(y\) comes from a full-rank \(\bar\Gamma\) with smallest eigenvalue \(\mu>0\). With \(X=x\cdot O\),
\[
\Omega_\beta-x\cdot y\le\|H_0\|-\mathrm{Tr}\,\bar\Gamma(X-\lambda_{\min}(X))\le\|H_0\|-\mu\,[\lambda_{\max}(X)-\lambda_{\min}(X)],
\]
which tends to \(-\infty\) in every direction but the constant shift. For targets on the boundary of the representable set this argument fails, and the potentials may run to infinity.

## Certificate

At the maximizer \(x_\beta\) the Gibbs ensemble \(\Gamma_\beta\) has moments \(y\). Hence
\[
L=\bar E(x_\beta)-x_\beta\cdot y\le F\le F_{\rm DM}\le U=\mathrm{Tr}\,\Gamma_\beta H_0,\qquad U-L=\sum_mp_m(E_m-E_0).
\]
With entropy \(S=-\sum p\ln p\), \(\sum p_mE_m=\Omega_\beta+S/\beta\le E_0+\beta^{-1}\ln D\). So \(U-L\le\beta^{-1}\ln D\to0\), \(F=F_{\rm DM}\), and \(F_\beta=U-S/\beta\). If the spectral gap \(\Delta\) at \(x_\beta\) stays open, \(U-L\) falls as \(e^{-\beta\Delta}\). If two levels carry all the weight, \(E_1-E_0=\beta^{-1}\ln(p_0/p_1)\) and \(U-L=p_1\beta^{-1}\ln(p_0/p_1)\), which for unequal weights falls only as \(1/\beta\) (for \(p_0=p_1\) this term vanishes and only the exponentially small weight of higher levels remains). If the moments are \(y+r\), then \(U\ge F(y+r)\ge\bar E(x^*)-x^*\cdot(y+r)=F(y)-x^*\cdot r\) for a maximizer \(x^*\), so the upper bound loosens by at most \(|x^*||r|\).

## The scheme

Large \(\beta\) restores both difficulties numerically: the kink has width \(1/\beta\), and the curvature along a flat direction is exponentially small. Each has a remedy.

1. Start at \(\beta t=1\) and double \(\beta\), reusing \(x\), so that each start lies near the narrowing kink.
2. Diagonalize \(H(x)\) and form \(g=\langle O\rangle-y\) and the Hessian. Leave the level when \(|g|<\max(10^{-11},10^{-13}\beta t)\), since eigenvalue round-off enters \(p_m\) multiplied by \(\beta\).
3. Solve \((-\text{Hessian})\,d=g\) with eigenvalues floored at \(10^{-10}\), remove the mean of the \(u\) part, and cap \(|d|\) at 5. The removal leaves \(g\cdot d>0\) unchanged, because \(g\) is orthogonal to the constant shift.
4. Halve the step \(s\) until \(\Omega_\beta-x\cdot y\) rises by \(10^{-4}s\,g\cdot d\), with \(10^{-12}\) allowed for round-off.
5. Report \(L\) and \(U\).

With dense matrices a step costs of order \(ND^3\), from rotating \(2N\) operators into the eigenbasis, which confines this form of the method to small models.

For a hand-made one-electron target with winding \(-1\), \(L\), \(U\) and the link bound all equal \(5.6472993\times10^{-22}\) J, with two null curvatures and a third of magnitude \(1.6\times10^{-2}\). For the kink with \(\lambda=0.3\), \(N=8\), the exact \(1.739058\times10^{-22}\) J lies between \(L=1.738905\times10^{-22}\) J and \(U=1.739058\times10^{-22}\) J, well above the link bound \(4.5\times10^{-23}\) J. The mean \(\theta=0.41418\) sits below \(\tan(\pi/8)=0.41421\) because the splitting \(2\sin\kappa_1\,\delta\theta\) must equal \(\ln(7/3)/\beta t\): \(\delta\theta=0.847/(16384\times1.414)=3.7\times10^{-5}\).

## Worked example

The model parameters are round: \(N=8\), \(R=10^{-8}\) m, \(m=9.109\times10^{-32}\) kg (a tenth of the electron mass), \(W=e^2/[4\pi\varepsilon_0\varepsilon_r\sqrt{\text{chord}^2+d^2}]\) with \(\varepsilon_r=10\), \(d=3\times10^{-9}\) m, \(v=V_1\cos\phi+V_2\sin2\phi\) with \(V_1=2\times10^{-22}\) J, \(V_2=5\times10^{-23}\) J, and \(A\propto1+0.3\cos\phi\) at link midpoints. Then \(t=9.896\times10^{-22}\) J. Many digits below serve to compare bounds within this lattice model and do not describe a continuous ring. The spacing \(a=7.9\times10^{-9}\) m exceeds \(d\). In the continuum limit of the same model, case (a) has \(F=10.36\) meV instead of \(10.29\), gap \(2.06\times10^{-22}\) J instead of \(1.91\times10^{-22}\) J and \(I=3.64\times10^{11}\) s\(^{-1}\) instead of \(3.39\times10^{11}\) s\(^{-1}\), and the crossing of case (c) lies at \(0.272\Phi_0\) instead of \(0.280\Phi_0\).

**(a) Singlet at flux \(0.1\Phi_0\).** The ground state has gap \(1.907\times10^{-22}\) J. Its paramagnetic current changes sign around the ring, between \(-7.4\times10^{10}\) and \(+8.2\times10^{10}\) s\(^{-1}\), while \(I=3.387\times10^{11}\) s\(^{-1}\) is constant. From \(x=0\), 27 Newton steps reach \(\beta t=512\), where \(\beta\Delta=512\times1.907/9.896=98.7\). Both bounds equal \(\langle H_0\rangle=1.6483976\times10^{-21}\) J, or \(10.29\) meV. The largest error in \(A\) is \(2\times10^{-16}\) T m on values of \(4.8\) to \(8.4\times10^{-9}\) T m. To recover \(v_0\): both links of site 0 have \(\theta=(2\pi\times0.1/8)(1+0.3\cos\frac\pi8)=0.1003\), so \(t\theta^2=9.96\times10^{-24}\) J; the ring average is \(t(0.07854)^2(1+0.3^2/2)=6.38\times10^{-24}\) J; and \(2.0358-(0.0996-0.0638)=2.0000\) in \(10^{-22}\) J, which is \(V_1\). Only one curvature vanishes, so for this interacting target the potentials are locally unique up to the constant. The next magnitude, \(1.54\times10^{-3}\), is far below the third, \(0.126\); that it is a remnant of the one-electron flat direction is a conjecture.

**(b) The same target with \(W=0\).** The ground energy is twice the orbital energy \(\varepsilon_0\), and \(2\varepsilon_0(x)-x\cdot y=2[\varepsilon_0(x)-x\cdot y/2]\), so \(T_s=2F_1(y/2)\) with \(F_1\) the one-electron functional. The circulation is \(-0.00288\) rad, not a multiple of \(2\pi\), so one doubly occupied orbital cannot attain the link bound. The solution is an ensemble with weights \(0.99950\) and \(0.00050\) at flux \(0.528\Phi_0\), near the uniform-ring crossing and far from the physical \(0.1\Phi_0\). A uniform-ring estimate to first order in \(p_1\) accounts for the sizes: admixing \(k=-1\) gives circulation \(-p_1N\sin\kappa_1=-5.66p_1\), so \(p_1\approx0.00051\), and costs \(2p_1\cdot2t(1-\cos\kappa_1)=2\times0.0005\times0.586\times9.896\times10^{-22}=5.8\times10^{-25}\) J. The computed bracket \(6.6460\) to \(6.6465\times10^{-24}\) J exceeds the link bound \(6.0614\times10^{-24}\) J by \(5.85\times10^{-25}\) J. Then \(E_{\rm Hxc}=F-T_s=(1648.40-6.65)\times10^{-24}=1.6418\times10^{-21}\) J, or \(10.25\) meV, which includes the kinetic energy of correlation.

**(c) Singlet–triplet crossing.** \(H\) commutes with exchange of the two coordinates, so the lowest singlet and triplet cross without mixing, here at \(0.28031\Phi_0\). A mixture with weights \(0.7\) and \(0.3\) is an ensemble ground state there and saturates the inequality between lower and upper bounds, so
\[
F=0.7\times1.653509+0.3\times1.947886=1.741822\quad(10^{-21}\ \text{J}),
\]
or \(10.87\) meV. Any optimal ensemble must lie in this ground space, the operators \(O\) do not connect singlet and triplet, and the target moments then fix the weights. After 58 steps, at \(\beta^{-1}=6.040\times10^{-26}\) J, the weights are \(0.70000\) and \(0.30000\), the flux is \(0.28026\Phi_0\), \(L=1.7418067\times10^{-21}\) J and \(U=1.7418221\times10^{-21}\) J. The gap law gives \(0.3\times0.8473\times6.040\times10^{-26}=1.535\times10^{-26}\) J, as computed. The smoothed value \(F_\beta=1.7417852\times10^{-21}\) J lies below \(U\) by \(S/\beta=0.6109\times6.040\times10^{-26}=3.69\times10^{-26}\) J, within the bound \(\beta^{-1}\ln64=2.5\times10^{-25}\) J. In both kink cases with a known answer \(U\) matches it to the printed digits, while \(L\) carries the error of order \(1/\beta\). The numerical check that follows gives the full output.

## Values computed for the example and the checks

```
N = 8, R = 1.000e-08 m, m = 9.10938e-32 kg, eps_r = 10.0, d = 3.0e-09 m
V1 = 2.0e-22 J, V2 = 5.0e-23 J, A modulation = 0.3
spacing = 7.85398e-09 m, t = 9.89586e-22 J = 6.1765 meV, Phi0 = 4.13567e-15 Wb
hbar^2/2mR^2 = 6.10426e-22 J, W onsite = 7.69026e-21 J, W opposite = 1.14078e-21 J
continuum E(flux 0.3 Phi0) = 9.22028e-24 J; grid errors N=32,64,128: -7.901e-27 -1.880e-27 -4.641e-28 J
uniform-ring crossing flux / Phi0, N=8,16,32: 0.5274 0.5065 0.5016
midpoint minus mean of ends (+A,-A): fixed v -1.2051e-23 J, fixed u 2.8162e-25 J
Hessian element (units of t, beta t = 1): formula 0.013044, finite difference 0.013044
K_0 = 0.4, n = 1/8: objective/t at s = 10,100,1000: 1.6452 15.1515 150.1522
1e pure: closed form 5.6472993e-22 J, Lieb lower 5.6472993e-22 J, upper 5.6472993e-22 J
1e pure: lowest -Hessian eigenvalues (units of t): -4.94e-18 6.82e-17 1.60e-02
1e kink, lambda = 0.3: exact 1.739058e-22 J, lower 1.738905e-22 J, upper 1.739058e-22 J
1e kink: link bound 4.504395e-23 J, mean theta 0.41418, tan(pi/N) 0.41421
(a) flux 0.1 Phi0: E0 = 1.630992e-21 J, gap = 1.9070e-22 J
(a) rho (1e7 1/m): 2.7517 2.6425 3.1727 3.7407 3.5395 3.2029 3.2513 3.1634
(a) j_p (1e10 1/s): -3.3961 -0.8970 0.8650 5.6802 8.2379 3.3513 -5.2337 -7.4370
(a) conserved particle current 3.38720e+11 1/s, electric -5.42690e-08 A
(a) reference u - mean (1e-22 J): 2.0358 1.9381 -0.0019 -1.9381 -2.0319 -0.9381 -0.0019 0.9381
(a) recovered u - mean (1e-22 J): 2.0358 1.9381 -0.0019 -1.9381 -2.0319 -0.9381 -0.0019 0.9381
(a) recovered A (1e-9 T m): 8.4064 7.3378 5.8265 4.7578 4.7578 5.8265 7.3378 8.4064
(a) recovered v (1e-22 J): 2.0000 1.9142 -0.0000 -1.9142 -2.0000 -0.9142 -0.0000 0.9142
(a) max error u 8.9e-32 J, A 2.0e-16 T m; Newton steps 27, final beta t 512
(a) F reference 1.6483976e-21 J, lower 1.6483976e-21 J, upper 1.6483976e-21 J
(a) F = 10.28849 meV
(a) lowest -Hessian eigenvalues (units of t): -2.21e-16 1.54e-03 1.26e-01
(b) circulation -0.00288 rad, weights 0.99950 0.00050, Newton steps 70
(b) link bound 6.06138e-24 J, Ts lower 6.64602e-24 J, Ts upper 6.64648e-24 J
(b) maximizing flux / Phi0 = 0.5280
(b) E_Hxc = 1.64175e-21 J = 10.2470 meV
(c) crossing flux = 0.28031 Phi0 = 1.15926e-15 Wb, next level 5.0520e-22 J
(c) <T+W> singlet 1.653509e-21 J, triplet 1.947886e-21 J
(c) rho (1e7 1/m): 2.7321 2.5731 3.1706 3.8117 3.5249 3.1432 3.2826 3.2266
(c) j_p (1e10 1/s): -55.2103 -49.4761 -48.1718 -34.8196 -25.5987 -39.4499 -65.1297 -69.4792
(c) F reference 1.7418221e-21 J, lower 1.7418067e-21 J, upper 1.7418221e-21 J
(c) F = 10.87160 meV; F_beta = 1.7417852e-21 J
(c) beta t = 16384, 1/beta = 6.0400e-26 J, gap 1.5353e-26 J, law 1.5353e-26 J
(c) weights 0.70000 0.30000, recovered flux 0.28026 Phi0
(c) max error u 3.8e-27 J, A 3.8e-12 T m; Newton steps 58, residual 3.1e-11
```
